# The Yeh–Hummer finite-size correction for diffusion in cubic periodic cells

## A sheet of force in a periodic fluid

Take a fluid of shear viscosity \(\eta\) and apply a force \(\sigma\) per unit area, along \(x\), on the plane \(z=0\). The arrangement repeats with period \(L\) along \(z\). Left alone, the force would feed momentum into the fluid without end. A steady state needs an opposite force, which we spread uniformly as \(-\sigma/L\) per unit volume. The velocity \(u(z)\) along \(x\) then obeys

\[
\eta u''+\sigma\,\delta(z)-\frac{\sigma}{L}=0 .
\]

Away from the sheet \(u''=\sigma/(\eta L)\), and at the sheet \(u'\) jumps by \(-\sigma/\eta\). The even solution is

\[
u(z)=u_0-\frac{\sigma|z|}{2\eta}+\frac{\sigma z^2}{2\eta L},\qquad |z|\le \frac L2 .
\]

Its slope vanishes at \(z=\pm L/2\), so it continues periodically. The averages of \(|z|\) and \(z^2\) over the period are \(L/4\) and \(L^2/12\). Zero total momentum therefore requires \(u_0-\sigma L/8\eta+\sigma L/24\eta=0\), or \(u_0=\sigma L/(12\eta)\).

The velocity of the driven sheet thus depends on the cell size, although the force and the fluid do not. A molecule dragged through a periodic liquid is the same problem with a point in place of the sheet. The flow of a point force in unbounded fluid decays as \(1/r\), so there is now an infinite-system velocity to compare with, and the cell shifts it by an amount proportional to \(1/L\).

## Result and conditions

Let \(D_{\rm PBC}\) be the diffusion coefficient of a molecule in a cubic cell of edge \(L\) and volume \(V=L^3\), and \(D_\infty\) its value in an unbounded liquid at the same density and temperature. To leading order in \(1/L\),

\[
D_\infty=D_{\rm PBC}+\frac{\xi\,kT}{6\pi\eta L},\qquad \xi=2.837297 .
\tag{1}
\]

The nuclei move classically, total momentum is conserved and equal to zero, and the flow far from the molecule is taken as steady, incompressible Stokes flow. The viscosity is that of the simulated liquid, and its own dependence on cell size is neglected. The algebra uses atomic units, with \(kT\) an energy.

## From diffusion to mobility

Let \(x_1\) be the unwrapped centre-of-mass coordinate of the tagged molecule and \(v_1\) its velocity along \(x\). With \(\Delta x=\int_0^t v_1\,dt'\),

\[
\frac12\frac{d}{dt}\langle\Delta x^2\rangle
=\int_0^t\langle v_1(s)v_1(0)\rangle\,ds
\;\longrightarrow\; D_{\rm PBC}\quad(t\to\infty).
\]

Now add the perturbation \(H'=-FA\) with \(A=x_1-X_{\rm cm}\), where \(X_{\rm cm}\) is the centre of mass of the whole cell. It pulls the tagged molecule with force \(F\) and gives every particle, of mass \(m_i\), a counterforce \(-Fm_i/M\), where \(M\) is the total mass. The forces sum to zero, so the total momentum stays zero. They are constants, so they are well defined in a periodic cell.

The phase-space density obeys \(\partial_t f=\{H+H',f\}\). Write \(f=f_0+\delta f\), where \(f_0\propto e^{-H/kT}\) is restricted to zero total momentum. That restriction is unaffected by \(H'\), which is invariant under translation. To first order in \(F\) the source term is

\[
\{H',f_0\}=-\frac{f_0}{kT}\{H',H\}=\frac{F}{kT}\,f_0\,\dot A .
\]

Propagating this source with the unperturbed dynamics and averaging \(v_1\) gives

\[
\langle v_1\rangle_t=\frac{F}{kT}\int_0^t\langle v_1(s)\dot A(0)\rangle\,ds .
\]

Since \(\dot A=v_1-V_{\rm cm}=v_1\), the long-time mobility \(\mu=\langle v_1\rangle/F\) satisfies

\[
D_{\rm PBC}=kT\,\mu .
\tag{2}
\]

What remains is the drift velocity of a molecule pulled by \(\mathbf F\), with the counterforce distributed in proportion to mass. On scales where the liquid has uniform density, that counterforce is \(-\mathbf F/V\) per unit volume.

## Flow of a point force

The velocity \(\mathbf u\) and pressure \(p\) obey

\[
-\nabla p+\eta\nabla^2\mathbf u+\mathbf f=0,\qquad \nabla\cdot\mathbf u=0,\qquad
\mathbf f=\mathbf F\,\delta(\mathbf r)-\frac{\mathbf F}{V}
\]

within one cell. Expand each field as \(g(\mathbf r)=\sum_{\mathbf k}g_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\), where \(\mathbf k\) is \(2\pi/L\) times a vector of integers. Then \(\mathbf f_{\mathbf k}=\mathbf F/V\) for \(\mathbf k\ne0\), and \(\mathbf f_0=0\). The momentum equation becomes

\[
-i\mathbf k\,p_{\mathbf k}-\eta k^2\mathbf u_{\mathbf k}+\mathbf f_{\mathbf k}=0 .
\]

Its scalar product with \(\mathbf k\), together with \(\mathbf k\cdot\mathbf u_{\mathbf k}=0\), gives \(ip_{\mathbf k}=\mathbf k\cdot\mathbf f_{\mathbf k}/k^2\). Inserting this leaves the transverse part of the force:

\[
\mathbf u_{\mathbf k}=\frac{1}{\eta k^2}\left(\mathbf 1-\hat{\mathbf k}\hat{\mathbf k}\right)\cdot\mathbf f_{\mathbf k}.
\]

Zero total momentum sets \(\mathbf u_0=0\). Hence \(\mathbf u=\mathsf T_{\rm PBC}\cdot\mathbf F\), with the lattice-summed Oseen tensor

\[
\mathsf T_{\rm PBC}(\mathbf r)=\frac{1}{\eta V}\sum_{\mathbf k\neq0}
\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2}\left(\mathbf 1-\hat{\mathbf k}\hat{\mathbf k}\right).
\tag{3}
\]

In unbounded fluid the sum \(V^{-1}\sum_{\mathbf k}\) becomes \(\int d^3k/(2\pi)^3\). The function \(1/k^2\) transforms to \(1/(4\pi r)\). The function \(1/k^4\) transforms to \(-r/(8\pi)\), up to a constant that drops out on differentiation, because \(\nabla^2 r=2/r\). The factor \(-k_ik_j\) acts as \(\partial_i\partial_j\), and \(\partial_i\partial_j r=(\delta_{ij}-\hat r_i\hat r_j)/r\). Therefore

\[
\mathsf T_0=\frac1\eta\left[\frac{\mathbf 1}{4\pi r}-\frac{\mathbf 1-\hat{\mathbf r}\hat{\mathbf r}}{8\pi r}\right]
=\frac{\mathbf 1+\hat{\mathbf r}\hat{\mathbf r}}{8\pi\eta r},\qquad
\operatorname{Tr}\mathsf T_0=\frac{1}{2\pi\eta r}.
\tag{4}
\]

## The velocity added by the periodic cell

Close to the molecule, continuum theory cannot describe the flow, but this near flow is the same in a large cell as in an unbounded liquid. The periodic images and the counterforce add the flow \((\mathsf T_{\rm PBC}-\mathsf T_0)\cdot\mathbf F\). The two point-force singularities cancel in it, so it is smooth at the origin. Inversion symmetry removes its gradient there. To leading order the molecule therefore sits in a uniform stream and is carried along:

\[
\mu=\mu_\infty+\frac13\lim_{r\to0}\operatorname{Tr}\left(\mathsf T_{\rm PBC}-\mathsf T_0\right).
\tag{5}
\]

The trace suffices because a second-rank tensor with cubic symmetry is a multiple of \(\mathbf 1\). The far flow depends on the total force alone. Stick or slip at the molecular surface changes \(\mu_\infty\), but not the added term at this order.

Since \(\operatorname{Tr}(\mathbf 1-\hat{\mathbf k}\hat{\mathbf k})=2\), equation (3) gives

\[
\operatorname{Tr}\mathsf T_{\rm PBC}=\frac{\psi}{2\pi\eta},\qquad
\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2}.
\]

The function \(\psi\) is the electrostatic potential of a cubic lattice of unit charges in a uniform neutralizing background, with zero mean. The background plays the part of the counterforce. By dimensions, \(\psi-1/r\) tends to a number divided by \(L\) at the origin. Call it \(-\xi/L\). Equations (2), (4) and (5) give

\[
D_{\rm PBC}-D_\infty=\frac{kT}{3}\,\frac{1}{2\pi\eta}\left(-\frac{\xi}{L}\right)
=-\frac{\xi\,kT}{6\pi\eta L},
\]

which is equation (1).

## Computing the constant

The sum for \(\psi\) converges poorly, and \(1/r\) must be removed from it. Ewald splitting does both. A unit Gaussian charge \((\alpha^2/\pi)^{3/2}e^{-\alpha^2r^2}\) has the transform \(e^{-k^2/4\alpha^2}\) and the potential \(\operatorname{erf}(\alpha r)/r\). Hence \(\operatorname{erfc}(\alpha r)/r\) has the transform \(4\pi(1-e^{-k^2/4\alpha^2})/k^2\), whose value at \(k=0\) is \(\pi/\alpha^2\).

Split \(1/k^2\) into \(e^{-k^2/4\alpha^2}/k^2\) and the remainder. Summed over all \(\mathbf k\), the remainder is a lattice sum of \(\operatorname{erfc}(\alpha r)/r\). The sum for \(\psi\) omits \(\mathbf k=0\), so that term is subtracted:

\[
\psi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha|\mathbf r+\mathbf R|)}{|\mathbf r+\mathbf R|}
+\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\alpha^2}}{k^2}e^{i\mathbf k\cdot\mathbf r}
-\frac{\pi}{\alpha^2V}.
\]

In the term \(\mathbf R=0\), subtracting \(1/r\) leaves \(-\operatorname{erf}(\alpha r)/r\), which tends to \(-2\alpha/\sqrt\pi\). Thus

\[
-\frac{\xi}{L}=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\alpha R)}{R}
+\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\alpha^2}}{k^2}
-\frac{2\alpha}{\sqrt\pi}-\frac{\pi}{\alpha^2V}.
\]

The splitting is an identity, so \(\alpha\) affects the speed of convergence and not the result. With \(\alpha L=2\) and integer components from \(-10\) to \(10\) in both sums, \(\xi=2.837297\).

A second decomposition shows where the number comes from. Divide space into neutral cubes, each with a unit charge at its centre and background density \(-1/V\). Inversion symmetry removes all odd multipoles of a cube and cubic symmetry removes the quadrupole, which leaves order four as the first multipole, so its potential falls off as \(r^{-5}\) and the sum over cubes converges absolutely. Set \(L=1\). Numerical quadrature gives \(-2.380077\) at the origin from the background of the central cube, and \(+0.066378\) from all other cubes with centres within 16 cell edges.

This potential does not yet have zero mean. Its mean is the \(k\to0\) limit of \(4\pi\rho(\mathbf k)/(Vk^2)\), where \(\rho(\mathbf k)\) is the transform of the charge density \(\rho\) of one cube. By symmetry \(\rho(\mathbf k)\simeq-(k^2/6)\int\rho r^2d^3r\), and the integral is \(-3L^2/12=-L^2/4\). The mean is therefore \(\pi/(6L)\), or \(0.523599\) for \(L=1\), and must be subtracted. The total is

\[
-2.380077+0.066378-0.523599=-2.837298,
\]

which agrees with \(-\xi\) to the accuracy of the truncated sum. In hydrodynamic terms, the largest part of the slowing comes from the counterforce in the molecule's own cell. This split refers to the trace of the tensor. A single component of the flow from a force-neutral cube falls off only as \(r^{-3}\), so its sum over the other cells depends on the shape of the summed region.

## The next term in the cell size

Near the origin \(\nabla^2(\psi-1/r)=4\pi/V\), from the background. Because \(\nabla^2r^2=6\),

\[
\psi-\frac1r=-\frac{\xi}{L}+\frac{2\pi r^2}{3V}+h(\mathbf r),\qquad \nabla^2h=0,\quad h(0)=0 .
\]

To see the effect of finite particle size, spread the force uniformly over a spherical shell of radius \(a<L/2\), and average the fluid velocity over the same shell. The mobility is then the average of \(\psi(\mathbf s)/(6\pi\eta)\), where \(\mathbf s\) joins two independent random points on the shell.

The average of \(1/s\) is \(1/a\), the surface potential of a uniformly charged shell. The average of \(s^2\) is \(2a^2\), because the cross term vanishes. The distribution of \(\mathbf s\) is isotropic and \(s\le2a<L\), so \(h\) averages to its value at the origin, zero. Hence

\[
6\pi\eta a\,\mu=1-\xi\frac aL+\frac{4\pi}{3}\left(\frac aL\right)^3 .
\tag{6}
\]

For \(a/L=0.1\) this is 0.720: the cell removes 28% of the unbounded mobility. As \(L\to\infty\) the mobility becomes \(1/(6\pi\eta a)\), the Stokes value for a sphere with stick conditions. Unlike the \(1/L\) term, the cubic term depends on the conditions at the surface, so equation (6) does not fix the next term for a real molecule. Nor does it bound the error of continuum theory.

## Evaluation for 64 waters

The inputs are round values of the rough size of water at room temperature: \(T=300\) K, a volume of 30 Å³ per molecule, and \(\eta=0.0055\) eV ps/Å³. The cell edge and thermal energy are

\[
L=(64\times30)^{1/3}\ \text{Å}=12.429\ \text{Å},\qquad kT=0.025852\ \text{eV}.
\]

The correction is

\[
\Delta D=\frac{2.837297\times0.025852}{6\pi\times0.0055\times12.429}\ \text{Å}^2/\text{ps}
=0.0569\ \text{Å}^2/\text{ps}.
\]

This equals \(5.7\times10^{-10}\) m²/s, or \(4.9\times10^{-6}\) atomic units of diffusion.

Suppose a simulation had returned \(D_{\rm PBC}=0.20\) Å²/ps, a value chosen for illustration. Then \(D_\infty=0.20+0.057=0.257\) Å²/ps. The correction is 28% of the simulated value and 22% of the corrected one.

At fixed density the correction falls as \(N^{-1/3}\), where \(N\) is the number of molecules:

| Waters | \(L\) (Å) | \(\Delta D\) (Å²/ps) |
|---:|---:|---:|
| 32 | 9.86 | 0.072 |
| 64 | 12.43 | 0.057 |
| 128 | 15.66 | 0.045 |
| 256 | 19.73 | 0.036 |
| 512 | 24.86 | 0.028 |

Reducing it to 5% of \(D_\infty\) would take an edge of about 55 Å, or roughly 5600 molecules.

Setting \(D_\infty=kT/(6\pi\eta a)\) defines an effective radius \(a=0.97\) Å for stick conditions. The cubic term in equation (6) is then 0.2% of \(D_\infty\), small beside the leading correction.

## Which viscosity to use

An approximate density functional gives a liquid with its own viscosity, and that viscosity belongs in equation (1). Doubling \(\eta\) in the example halves the correction to 0.028 Å²/ps. Inserting a measured viscosity for a model liquid that flows differently carries an error into \(D_\infty\) through the correction. In the example, a viscosity 10% too high lowers \(D_\infty\) by 2%.

Two cell sizes avoid the need for a separate viscosity. At fixed density and temperature, equation (1) reads \(L_iD_i=L_iD_\infty-c\), with \(c=\xi kT/(6\pi\eta)\). Subtracting the equations for the two cells gives

\[
D_\infty=\frac{L_2D_2-L_1D_1}{L_2-L_1},\qquad
c=\frac{L_1L_2(D_2-D_1)}{L_2-L_1},\qquad
\eta=\frac{\xi kT}{6\pi c}.
\]

Statistical errors grow in this extrapolation. For 64 and 512 molecules \(L_2=2L_1\), so \(D_\infty=2D_2-D_1\). If the two results have independent standard errors \(s_1\) and \(s_2\), that of \(D_\infty\) is \(\sqrt{4s_2^2+s_1^2}\).

## Conditions on the simulation

**Momentum conservation.** A thermostat that applies friction to each particle adds a drag \(-\rho\gamma\mathbf u\) per unit volume, where \(\rho\) is the mass density and \(\gamma\) the friction rate. The denominator \(\eta k^2\) in the flow then becomes \(\eta k^2+\rho\gamma\). This screens the long-range flow, and equation (1) no longer applies unless \(\epsilon=\rho\gamma/[\eta(2\pi/L)^2]\ll1\). Here \(D_\infty\) means the liquid without friction, and for small \(\epsilon\) the correction is then in error by about \(1.9\,\epsilon\) of itself. For an unbounded liquid with the same friction the error grows as \(\sqrt\epsilon\) and is already 20% at \(\epsilon=0.01\). Any drift of the total centre of mass must be removed before \(D_{\rm PBC}\) is computed.

**Steady flow.** A free shear mode obeys \(\rho\,\partial_t\mathbf u_{\mathbf k}=-\eta k^2\mathbf u_{\mathbf k}\). The slowest mode, with \(k=2\pi/L\), decays in the time

\[
\tau=\frac{\rho L^2}{4\pi^2\eta}=0.044\ \text{ps}
\]

for the 64-water cell, with a molecular mass of about 18 atomic mass units. The estimate \(\sqrt{6D_\infty\tau}\) for the displacement in this time is 0.26 Å, about 2% of \(L\). The molecule hardly moves while the flow settles, which supports the steady description. The estimate is rough. Motion on this time scale need not be diffusive, and \(\tau\) assumes that the stress follows the shear rate instantly; if the liquid relaxes stress more slowly than \(\tau\), the flow takes longer to settle.

**Continuum flow.** The 64-water cell is four mean molecular spacings wide, because \(64^{1/3}=4\). Using the macroscopic viscosity at that wavelength is an approximation that this derivation does not control. If it holds, results from several cell sizes fall on a straight line against \(1/L\), with the slope given by the separately computed viscosity of the same model liquid. Curvature or a different slope, beyond the statistical error, counts against it. A straight line alone is a weak test.

**Cell shape.** In a non-cubic cell the limit of \(\mathsf T_{\rm PBC}-\mathsf T_0\) need not be isotropic. For edges in the ratio 1:1:2, Gaussian splitting of the full tensor sum gives mobility shifts, multiplied by \(6\pi\eta L_x\), of \(-1.246\) along each short edge and \(-2.925\) along the long edge. Diffusion then has to be corrected direction by direction, and the cubic constant must not be used.
